# Effective mass from one point on a parabolic band: test program

```python
# Result under test: a parabolic band rising by dE at distance k from its
# minimum has effective mass m = hbar^2 k^2 / (2 dE).
# Units: energy eV, length angstrom, wavevector 1/angstrom, mass in m_e.
# A gapped honeycomb two-band model sizes what the parabola neglects:
#   gap = band gap, a = lattice constant, t = hopping, m0 = band-edge mass,
#   A = hbar^2/(2 m0), B = relative growth of the chord mass per k^2.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

A_free = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e20
k, dE = 0.02, 3.05e-3


def mass_from_rise(wavevector, rise_ev):
    return A_free * wavevector**2 / rise_ev


m = mass_from_rise(k, dE)

# Independent road 1: Hartree units
k_au = k * 1e-10 ** -1 * sc.physical_constants['Bohr radius'][0]
E_au = dE / sc.physical_constants['Hartree energy in eV'][0]
m_au = k_au**2 / (2 * E_au)
assert abs(m_au / m - 1) < 1e-7

# Independent road 2: particle of this mass on a ring of length 2 pi / k.
# The finite-difference error is (2 pi / N)^2 / 12, about 6e-5.
N = 240
ring = 2 * np.pi / k
hop = A_free / m / (ring / N)**2
H = 2 * hop * np.eye(N)
for i in range(N):
    H[i, (i + 1) % N] -= hop
    H[(i + 1) % N, i] -= hop
levels = np.linalg.eigvalsh(H)
ring_rise = levels[1] - levels[0]
assert abs(ring_rise / dE - 1) < 1e-4
assert abs(m - 0.50) < 0.005

# Input precision
m_low, m_high = mass_from_rise(k, 3.055e-3), mass_from_rise(k, 3.045e-3)
m_off = mass_from_rise(k, dE + 1e-4)
assert abs((m_off / m - 1) + 1e-4 / dE) < 2 * (1e-4 / dE)**2
m_k_off = mass_from_rise(k * 1.01, dE)
assert abs((m_k_off / m - 1) - 0.02) < 2e-4

# Two-band lattice model around the valley corner
m0, gap, a = 0.50, 1.8, 3.2
A = A_free / m0
t = np.sqrt(4 * A * gap / (3 * a**2))
a1 = a * np.array([1.0, 0.0])
a2 = a * np.array([0.5, np.sqrt(3) / 2])
corner = np.array([-4 * np.pi / (3 * a), 0.0])


def rise(q, phi=0.0):
    p = corner + q * np.array([np.cos(phi), np.sin(phi)])
    f = 1 + np.exp(1j * p @ a1) + np.exp(1j * p @ a2)
    h = np.array([[gap / 2, t * f], [t * np.conj(f), -gap / 2]])
    return np.linalg.eigvalsh(h)[1] - gap / 2


# Curvature mass from the definition, along two perpendicular directions
step = 1e-3
curvature_masses = []
for phi in (0.0, np.pi / 2):
    second = (rise(step, phi) + rise(-step, phi) - 2 * rise(0)) / step**2
    curvature_masses.append(2 * A_free / second)
assert max(abs(x / m0 - 1) for x in curvature_masses) < 1e-4

# Chord masses at the exercise's wavevector
E_plus, E_minus = rise(k), rise(-k)
E_mean = (E_plus + E_minus) / 2
m_plus, m_minus = mass_from_rise(k, E_plus), mass_from_rise(k, E_minus)
m_mean = mass_from_rise(k, E_mean)
warp = a * k / (2 * np.sqrt(3))
assert abs((E_plus - E_minus) / (2 * E_mean) - warp) < 2e-4
B = A / gap + a**2 / 16
assert abs((m_mean / m0 - 1) - B * k**2) < 2e-5

# Misplaced minimum: one-sided and symmetric estimates
s = 5e-4
one_sided = rise(s + k) - rise(s)
symmetric = (rise(s + k) + rise(s - k)) / 2 - rise(s)
m_one, m_sym = mass_from_rise(k, one_sided), mass_from_rise(k, symmetric)
assert abs(one_sided / (A * k**2) - 1 - 2 * s / k - warp) < 3e-3
assert abs(m_sym / m0 - 1) < 3e-3

# Best step for an energy-difference error bounded by noise
noise = 1e-5


def worst_error(q):
    measured = (rise(q) + rise(-q)) / 2 - noise
    return abs(mass_from_rise(q, measured) / m0 - 1)


best = minimize_scalar(worst_error, bounds=(0.008, 0.06), method='bounded',
                       options={'xatol': 1e-7})
k_best = (noise / (A * B))**0.25
err_best = 2 * np.sqrt(noise * B / A)
assert abs(best.x / k_best - 1) < 0.02
assert abs(best.fun / err_best - 1) < 0.02

# Carriers in a channel at room temperature
T, density_cm2 = 300.0, 1e13
density = density_cm2 * 1e-16
kT = sc.k * T / sc.e
dos = 4 / (4 * np.pi * A)
fermi4 = density / dos
fermi2 = 2 * fermi4
mu = kT * np.log(np.expm1(density / (dos * kT)))


def occupation(E):
    return 1 / (np.exp((E - mu) / kT) + 1)


number = quad(occupation, 0, 40 * kT)[0]
assert abs(dos * number / density - 1) < 1e-7
mean_E = quad(lambda E: E * occupation(E), 0, 40 * kT)[0] / number

# Count plane-wave states in a large periodic box to test the state density
box = 4000.0
n_axis = np.arange(-150, 151) * 2 * np.pi / box
kx, ky = np.meshgrid(n_axis, n_axis)
E_test = 0.2
counted = 4 * np.count_nonzero(A * (kx**2 + ky**2) < E_test) / box**2
assert abs(counted / (dos * E_test) - 1) < 0.01


# Density-of-states mass from the area inside an energy contour
def contour_area(E):
    angles = np.arange(48) * 2 * np.pi / 48
    radii = [brentq(lambda q: rise(q, p) - E, 1e-4, 0.25, xtol=1e-13)
             for p in angles]
    return np.pi * np.mean(np.square(radii))


dE_num = 1e-3
slope = (contour_area(mean_E + dE_num)
         - contour_area(mean_E - dE_num)) / (2 * dE_num)
md_ratio = A / np.pi * slope
md_formula = 1 + 2 * mean_E / gap + a**2 * mean_E / (4 * A)
assert abs(md_ratio - md_formula) < 4e-3  # second order in energy is left out


def show(label, value, unit, fmt='.4f'):
    print(f'{label}: {value:{fmt}} {unit}')


show('Wavevector from minimum', k, '1/angstrom')
show('Energy rise', dE * 1e3, 'meV', '.3f')
show('hbar^2/(2 m_e)', A_free, 'eV angstrom^2', '.5f')
show('Free-electron rise at this k', A_free * k**2 * 1e3, 'meV')
show('Effective mass', m, 'm_e', '.5f')
show('Effective mass, converted', m * sc.m_e, 'kg', '.4e')
show('Wavevector in Hartree units', k_au, '1/bohr', '.6f')
show('Rise in Hartree units', E_au, 'hartree', '.5e')
show('Mass by Hartree route', m_au, 'm_e', '.5f')
show('Ring length', ring, 'angstrom', '.2f')
show('Ring excitation, diagonalized', ring_rise * 1e3, 'meV')
show('Mass if rise is 3.055 meV', m_low, 'm_e', '.5f')
show('Mass if rise is 3.045 meV', m_high, 'm_e', '.5f')
show('Mass if rise is 0.1 meV larger', m_off, 'm_e')
show('Mass if k is 1 percent larger', m_k_off, 'm_e')
show('Model band-edge mass m0', m0, 'm_e', '.3f')
show('Model A = hbar^2/(2 m0)', A, 'eV angstrom^2')
show('Model gap', gap, 'eV', '.2f')
show('Model lattice constant', a, 'angstrom', '.2f')
show('Model hopping t', t, 'eV')
show('Curvature mass along x', curvature_masses[0], 'm_e', '.5f')
show('Curvature mass along y', curvature_masses[1], 'm_e', '.5f')
show('Lattice rise at +k', E_plus * 1e3, 'meV')
show('Lattice rise at -k', E_minus * 1e3, 'meV')
show('Chord mass at +k', m_plus, 'm_e', '.5f')
show('Chord mass at -k', m_minus, 'm_e', '.5f')
show('Chord mass from mean rise', m_mean, 'm_e', '.5f')
show('Warping fraction a k/(2 sqrt 3)', 100 * warp, 'percent', '.3f')
show('Coefficient B', B, 'angstrom^2', '.3f')
show('Chord bias B k^2', 100 * B * k**2, 'percent', '.3f')
show('Misplacement of minimum s', s, '1/angstrom')
show('Misplacement fraction 2s/k', 200 * s / k, 'percent', '.2f')
show('One-sided mass, misplaced', m_one, 'm_e')
show('Symmetric mass, misplaced', m_sym, 'm_e')
show('Energy-difference error bound', noise * 1e3, 'meV', '.3f')
show('Noise part at k, noise/(A k^2)', 100 * noise / (A * k**2),
     'percent', '.3f')
show('Best step, formula', k_best, '1/angstrom', '.5f')
show('Best step, lattice search', best.x, '1/angstrom', '.5f')
show('Least worst error, formula', 100 * err_best, 'percent', '.3f')
show('Least worst error, lattice', 100 * best.fun, 'percent', '.3f')
show('Temperature', T, 'K', '.0f')
show('Thermal energy kT', kT * 1e3, 'meV', '.2f')
show('Carrier density', density_cm2, '1/cm^2', '.1e')
show('Fermi energy at 0 K, degeneracy 4', fermi4 * 1e3, 'meV', '.2f')
show('Fermi energy at 0 K, degeneracy 2', fermi2 * 1e3, 'meV', '.2f')
show('Chemical potential, degeneracy 4', mu * 1e3, 'meV', '.2f')
show('Mean carrier energy, degeneracy 4', mean_E * 1e3, 'meV', '.2f')
show('Mean energy / probed rise', mean_E / dE, '(ratio)', '.1f')
show('DOS mass / m0 at mean, lattice', md_ratio, '(ratio)')
show('DOS mass / m0 at mean, formula', md_formula, '(ratio)')
print('all tests passed')
```

Running it gives:

```
Wavevector from minimum: 0.0200 1/angstrom
Energy rise: 3.050 meV
hbar^2/(2 m_e): 3.80998 eV angstrom^2
Free-electron rise at this k: 1.5240 meV
Effective mass: 0.49967 m_e
Effective mass, converted: 4.5517e-31 kg
Wavevector in Hartree units: 0.010584 1/bohr
Rise in Hartree units: 1.12085e-04 hartree
Mass by Hartree route: 0.49967 m_e
Ring length: 314.16 angstrom
Ring excitation, diagonalized: 3.0498 meV
Mass if rise is 3.055 meV: 0.49885 m_e
Mass if rise is 3.045 meV: 0.50049 m_e
Mass if rise is 0.1 meV larger: 0.4838 m_e
Mass if k is 1 percent larger: 0.5097 m_e
Model band-edge mass m0: 0.500 m_e
Model A = hbar^2/(2 m0): 7.6200 eV angstrom^2
Model gap: 1.80 eV
Model lattice constant: 3.20 angstrom
Model hopping t: 1.3364 eV
Curvature mass along x: 0.50000 m_e
Curvature mass along y: 0.50000 m_e
Lattice rise at +k: 3.0982 meV
Lattice rise at -k: 2.9860 meV
Chord mass at +k: 0.49190 m_e
Chord mass at -k: 0.51039 m_e
Chord mass from mean rise: 0.50097 m_e
Warping fraction a k/(2 sqrt 3): 1.848 percent
Coefficient B: 4.873 angstrom^2
Chord bias B k^2: 0.195 percent
Misplacement of minimum s: 0.0005 1/angstrom
Misplacement fraction 2s/k: 5.00 percent
One-sided mass, misplaced: 0.4683 m_e
Symmetric mass, misplaced: 0.5003 m_e
Energy-difference error bound: 0.010 meV
Noise part at k, noise/(A k^2): 0.328 percent
Best step, formula: 0.02278 1/angstrom
Best step, lattice search: 0.02283 1/angstrom
Least worst error, formula: 0.506 percent
Least worst error, lattice: 0.507 percent
Temperature: 300 K
Thermal energy kT: 25.85 meV
Carrier density: 1.0e+13 1/cm^2
Fermi energy at 0 K, degeneracy 4: 23.94 meV
Fermi energy at 0 K, degeneracy 2: 47.88 meV
Chemical potential, degeneracy 4: 10.90 meV
Mean carrier energy, degeneracy 4: 32.45 meV
Mean energy / probed rise: 10.6 (ratio)
DOS mass / m0 at mean, lattice: 1.0478 (ratio)
DOS mass / m0 at mean, formula: 1.0470 (ratio)
all tests passed
```
